# Linear tetrahedron weights and Blöchl's curvature correction for the band energy

## What goes wrong without the correction

An augmented-wave calculation delivers band energies on a finite mesh of wave vectors, and the total energy needs their integral over the occupied part of the Brillouin zone. Interpolating linearly between mesh points resolves a Fermi surface, but a straight chord lies above a band that curves upwards. In the model metal treated below, a \(16^3\) mesh makes the band energy \(6.5\) meV per spin too high. With \(0.0788\) electrons per spin this is about \(83\) meV per electron. Halving the mesh step costs eight times as many points and divides the error by only about four. The size of the error depends on the Fermi surface, so it need not cancel between two structures. Its leading part can, however, be estimated from energies already known and subtracted, under the conditions stated below.

## Setting and statement

All quantities are per spin and per unit cell. The zone average is \(\langle f\rangle=V_Z^{-1}\int d^3k\,f(\mathbf k)\), with \(V_Z\) the zone volume. For one band \(\varepsilon(\mathbf k)\) at zero temperature,

\[
N=\langle\theta(\mu-\varepsilon)\rangle,\qquad E=\langle\varepsilon\,\theta(\mu-\varepsilon)\rangle .
\]

Several bands add their contributions at a common \(\mu\).

The mesh is uniform with step \(h\). Every mesh cell is cut in the same way into six tetrahedra of equal volume, \(N_T\) in all. Inside a tetrahedron \(T\) with corners \(\mathbf k_a\), a point is \(\mathbf k=\sum_a\lambda_a\mathbf k_a\), where the barycentric coordinates satisfy \(\lambda_a\ge0\) and \(\sum_a\lambda_a=1\). The interpolated band is \(\bar\varepsilon=\sum_a\lambda_a e_a\), with corner energies sorted as \(e_1\le e_2\le e_3\le e_4\). I write \(e_{ab}=e_a-e_b\) and \(\mathbf d_{ab}=\mathbf k_a-\mathbf k_b\), and define

\[
M_T=\frac1{20}\sum_{a<b}\mathbf d_{ab}\mathbf d_{ab}^{\mathsf T},\qquad
M=\text{average of }M_T\text{ over the six kinds}.
\]

Both are of order \(h^2\), and both are positive definite because the edges span space.

The linear method finds its own Fermi level \(\bar\mu\) from \(\langle\theta(\bar\mu-\bar\varepsilon)\rangle=N\). Its energy is

\[
E_{\rm lin}=\langle\bar\varepsilon\,\theta(\bar\mu-\bar\varepsilon)\rangle=\frac1{N_T}\sum_T\sum_i w_i e_i,\qquad
w_i=\langle\lambda_i\,\theta(\bar\mu-\bar\varepsilon)\rangle_T ,
\]

where \(\langle\cdot\rangle_T\) is the average over \(T\). The density of states of a tetrahedron is \(D_T=d(\sum_iw_i)/d\bar\mu\).

**Assumptions for a metal.**

- (i) The band has continuous third derivatives.
- (ii) \(\nabla\varepsilon\neq0\) on the Fermi surface.
- (iii) For each nonzero reciprocal vector \(\mathbf G\) of the mesh, the points of the Fermi surface whose normal is parallel to \(\mathbf G\) have zero area.

Assumption (iii) excludes flat pieces aligned with mesh planes. It holds for a sphere.

**Theorem.** At fixed \(N\), as \(h\to0\):

(a) \(E_{\rm lin}-E=A+O(h^3)\), with
\[
A=\tfrac12\big\langle\delta(\mu-\varepsilon)\,\nabla\varepsilon\cdot M\cdot\nabla\varepsilon\big\rangle>0 .
\]

(b) The weight changes
\[
dw_i=\frac{D_T(\bar\mu)}{40}\sum_{j=1}^4(e_j-e_i)
\]
leave \(N\) unchanged and reduce the energy error to \(o(h^2)\).

(c) If \(\mu\) lies in a gap, then \(A=0\) and every \(dw_i=0\), on any mesh.

## The weights

**Lemma 1.** The weights \(w_i\) are rational functions of \(\mu\) and the corner energies, given below for each position of \(\mu\). (The bar on \(\mu\) is dropped in this section.)

*Proof.* A linear function averages over a tetrahedron to the mean of its corner values. An occupied sub-tetrahedron containing a fraction \(v\) of the volume therefore contributes \((v/4)\sum\lambda_i\) to \(w_i\), the sum running over its four corners. The fraction \(v\) is the absolute determinant of the corners' barycentric coordinates. On an edge \(ab\) with \(e_a<\mu<e_b\), the point \(p_{ab}\) where \(\bar\varepsilon=\mu\) has \(\lambda_a=(e_b-\mu)/e_{ba}\) and \(\lambda_b=(\mu-e_a)/e_{ba}\).

*Below \(e_1\) and above \(e_4\).* All weights are \(0\) or \(\tfrac14\), respectively.

*Between \(e_1\) and \(e_2\).* The occupied part has corners \(1,p_{12},p_{13},p_{14}\). With \(x=\mu-e_1\), its volume is the product of the three edge fractions:

\[
v=\frac{x^3}{e_{21}e_{31}e_{41}},\qquad
w_j=\frac v4\frac{x}{e_{j1}}\ (j=2,3,4),\qquad
w_1=\frac v4\Big(4-\sum_{j=2}^4\frac{x}{e_{j1}}\Big).
\]

The last form comes from \(1+\sum_j(1-x/e_{j1})\).

*Between \(e_2\) and \(e_3\).* The occupied part is convex, with corners \(1,2,p_{13},p_{14},p_{23},p_{24}\). Two of its faces do not contain corner 2: the triangle \(1,p_{13},p_{14}\) and the cut \(p_{13},p_{14},p_{24},p_{23}\). Joining corner 2 to the triangle, and to the two halves of the cut divided by the diagonal \(p_{14}p_{23}\), gives three pieces. Define

\[
\alpha=\frac{e_3-\mu}{e_{31}},\quad \beta=\frac{e_4-\mu}{e_{41}},\quad
\gamma=\frac{e_3-\mu}{e_{32}},\quad \kappa=\frac{e_4-\mu}{e_{42}} .
\]

The determinants of \(\{1,2,p_{13},p_{14}\}\), \(\{2,p_{13},p_{14},p_{23}\}\) and \(\{2,p_{14},p_{23},p_{24}\}\) are

\[
v_1=(1-\alpha)(1-\beta),\quad v_2=\alpha(1-\beta)(1-\gamma),\quad v_3=\beta(1-\gamma)(1-\kappa).
\]

Adding the barycentric coordinates of the corners gives

\[
\begin{aligned}
4w_1&=v_1(1+\alpha+\beta)+v_2(\alpha+\beta)+v_3\beta,\\
4w_2&=v_1+v_2(1+\gamma)+v_3(1+\gamma+\kappa),\\
4w_3&=v_1(1-\alpha)+v_2(2-\alpha-\gamma)+v_3(1-\gamma),\\
4w_4&=(v_1+v_2)(1-\beta)+v_3(2-\beta-\kappa).
\end{aligned}
\]

*Between \(e_3\) and \(e_4\).* The empty part is a tetrahedron at corner 4. With \(y=e_4-\mu\) and \(v=y^3/(e_{41}e_{42}e_{43})\),

\[
w_j=\frac14-\frac v4\frac{y}{e_{4j}}\ (j=1,2,3),\qquad
w_4=\frac14-\frac v4\Big(4-\sum_{j=1}^3\frac{y}{e_{4j}}\Big).\qquad\blacksquare
\]

Each denominator contains only differences between an energy above \(\mu\) and one below it, so equal corner energies cause no division by zero.

**Density of states.** The occupied fractions of the first and last windows are \(v\) and \(1-v\), so \(D_T=3x^2/(e_{21}e_{31}e_{41})\) and \(D_T=3y^2/(e_{41}e_{42}e_{43})\). In the middle window put \(x=\mu-e_2\), so that \(\mu-e_1=x+e_{21}\), \(e_3-\mu=e_{32}-x\) and \(e_4-\mu=e_{42}-x\). Then

\[
\begin{aligned}
e_{31}e_{41}(v_1+v_2+v_3)
&=(x+e_{21})^2+(x+e_{21})x\Big(1-\frac{x}{e_{32}}\Big)+\frac{e_{31}}{e_{32}}x^2\Big(1-\frac{x}{e_{42}}\Big)\\
&=e_{21}^2+3e_{21}x+3x^2-\frac{e_{31}+e_{42}}{e_{32}e_{42}}x^3 .
\end{aligned}
\]

The coefficient of \(x^2\) is \(2+(e_{31}-e_{21})/e_{32}=3\). Differentiating,

\[
D_T=\frac1{e_{31}e_{41}}\Big[3e_{21}+6x-\frac{3(e_{31}+e_{42})}{e_{32}e_{42}}x^2\Big].
\]

**One tetrahedron in numbers.** Take corner energies \(0,1,2,4\) eV and \(\mu=1.5\) eV. Then \(\alpha=0.25\), \(\beta=0.625\), \(\gamma=0.5\), \(\kappa=0.8333\), and the pieces are \(v_1=0.28125\), \(v_2=0.04688\), \(v_3=0.05208\). Their sum is the occupied fraction \(0.3802\). The weights are \(0.1502,\,0.1183,\,0.0739,\,0.0378\), largest at the lowest corner. The density of states is \((3+3-1.25)/8=0.59375\) eV\(^{-1}\).

## The error of the linear energy

**Lemma 2.** For a quadratic band with Hessian \(H\), the interpolation error \(\eta=\bar\varepsilon-\varepsilon\) has the mean \(\langle\eta\rangle_T=\tfrac12M_T{:}H\), where \(M{:}H=\sum_{ij}M_{ij}H_{ij}\).

*Proof.* Constant and linear terms are interpolated without error. For the quadratic term, \(\sum_a\lambda_a=1\) gives

\[
\eta=\frac12\Big[\sum_a\lambda_a\mathbf k_a\!\cdot\! H\mathbf k_a-\sum_{ab}\lambda_a\lambda_b\,\mathbf k_a\!\cdot\! H\mathbf k_b\Big]
=\frac12\sum_{a<b}\lambda_a\lambda_b\,\mathbf d_{ab}\!\cdot\! H\mathbf d_{ab}.
\]

The section at fixed \(\lambda_1\) has an area proportional to \((1-\lambda_1)^2\), so \(\lambda_1\) has the density \(3(1-\lambda_1)^2\) and \(\langle\lambda_1^2\rangle=3\int_0^1\lambda^2(1-\lambda)^2d\lambda=\tfrac1{10}\). Averaging \(\lambda_1\sum_b\lambda_b=\lambda_1\) gives \(\tfrac1{10}+3\langle\lambda_1\lambda_2\rangle=\tfrac14\), hence \(\langle\lambda_1\lambda_2\rangle=\tfrac1{20}\). Thus \(\langle\eta\rangle_T=\tfrac1{40}\sum_{a<b}\mathbf d_{ab}\cdot H\mathbf d_{ab}\). \(\blacksquare\)

For a cubic mesh whose tetrahedra share the \((1,1,1)\) diagonal, each tetrahedron follows a path along the three axes in some order. Its edges are three axis steps, two face diagonals and the body diagonal. The squared \(x\) components sum to \(4h^2\) if \(x\) is the middle step and to \(3h^2\) otherwise, on average \(\tfrac{10}3h^2\). The products of \(x\) and \(y\) components sum on average to \((\tfrac23+1)h^2\), since \(x\) and \(y\) are neighbours in two thirds of the orders. Hence \(M_{xx}=h^2/6\) and \(M_{xy}=h^2/12\).

**Lemma 3.** At fixed \(N\), \(E_{\rm lin}-E=\langle\theta(\mu-\varepsilon)\,\eta\rangle+O(h^4)\).

*Proof.* Let \(f=\theta(\mu-\varepsilon)\) and \(\bar f=\theta(\bar\mu-\bar\varepsilon)\). Among all occupations between 0 and 1 with average \(N\), \(f\) minimizes \(\langle f\varepsilon\rangle\) and \(\bar f\) minimizes \(\langle f\bar\varepsilon\rangle\). Using each as a trial occupation for the other band,

\[
\langle\bar f\,\eta\rangle\le E_{\rm lin}-E\le\langle f\,\eta\rangle .
\]

Since \(|\eta|\le Ch^2\) for some constant \(C\), the number of states below any given energy is the same for the two bands up to a shift of that energy by at most \(Ch^2\), so \(|\bar\mu-\mu|\le Ch^2\). The occupations then differ only where \(|\varepsilon-\mu|\le2Ch^2\). By (ii) the density of states is bounded near \(\mu\), so this region has a volume fraction \(O(h^2)\). The two bounds therefore differ by at most \(Ch^2\cdot O(h^2)\). \(\blacksquare\)

Physically, states exchanged at the Fermi surface all have energy close to \(\mu\). At fixed \(N\) their exchange costs energy only in second order.

**Proof of (a).** In a fully occupied cell, Taylor's theorem and Lemma 2 give a mean error \(\tfrac12M{:}H+O(h^3)\). Cells cut by the Fermi surface fill a fraction \(O(h)\) of the zone and have \(\eta=O(h^2)\), so whatever happens inside them contributes \(O(h^3)\). Thus \(\langle f\eta\rangle=\tfrac12\langle f\,M{:}H\rangle+O(h^3)\). Since \(M\) is constant and the zone is periodic, integration by parts leaves no boundary term. With \(\partial_i\theta(\mu-\varepsilon)=-\delta(\mu-\varepsilon)\partial_i\varepsilon\),

\[
\tfrac12\langle\theta(\mu-\varepsilon)M_{ij}\partial_i\partial_j\varepsilon\rangle
=+\tfrac12\langle\delta(\mu-\varepsilon)\,\partial_i\varepsilon\,M_{ij}\,\partial_j\varepsilon\rangle=A .
\]

It is positive because \(M\) is positive definite. \(\blacksquare\)

The occupied states of a metal have positive net curvature in this sense even when some regions curve downwards. The linear energy is therefore too high for sufficiently small \(h\).

## The correction

**Proof of (b).** The sum \(\sum_idw_i\) vanishes because \(e_j-e_i\) is antisymmetric, so \(N\) and \(\bar\mu\) are unchanged. For the energy, averaging the double sum with its copy under \(i\leftrightarrow j\) gives

\[
\sum_idw_ie_i=\frac{D_T}{40}\cdot\frac12\sum_{ij}(e_j-e_i)(e_i-e_j)=-\frac{D_T}{40}\sum_{a<b}(e_a-e_b)^2 .
\]

The interpolated band has a constant gradient \(\mathbf g_T\) in \(T\), so \(e_a-e_b=\mathbf d_{ab}\cdot\mathbf g_T\), and the last sum equals \(20\,\mathbf g_T\cdot M_T\cdot\mathbf g_T\). Since \(D_T=\langle\delta(\bar\mu-\bar\varepsilon)\rangle_T\), the total correction is

\[
\frac1{N_T}\sum_{T,i}dw_ie_i=-\tfrac12\big\langle\delta(\bar\mu-\bar\varepsilon)\,\mathbf g_T\cdot M_T\cdot\mathbf g_T\big\rangle .
\]

This is \(-A\) with three replacements: the interpolated surface for the true one, \(\mathbf g_T\) for \(\nabla\varepsilon\), and \(M_T\) for \(M\). The surfaces lie \(O(h^2)\) apart, a vanishing fraction of a cell, and \(\mathbf g_T=\nabla\varepsilon+O(h)\). As \(M_T\) is already \(O(h^2)\), these two replacements cost \(o(h^2)\).

The third requires every patch of the Fermi surface to share its density of states equally among the six kinds of tetrahedra. The kind is a periodic function of position with the period of the mesh. Its nonconstant Fourier components oscillate as \(e^{2\pi i\mathbf m\cdot\mathbf k/h}\) on a cubic mesh, with \(\mathbf m\) a nonzero integer vector. On the surface, the phase is stationary only where the normal is parallel to \(\mathbf m\). By (iii) such points have zero area, so each component integrates to zero as \(h\to0\). The indicator function of a kind can be enclosed between continuous periodic functions of nearly equal mean, so its share tends to \(\tfrac16\). The same argument shows that the surface area within \(O(h^2)\) of a tetrahedron face is a vanishing fraction, which justifies the first replacement there too. The correction is therefore \(-A+o(h^2)\). \(\blacksquare\)

For the tetrahedron above, \(D_T/40=0.014844\) eV\(^{-1}\) and \(\sum_je_j-4e_i=7,3,-1,-9\) eV, so \(dw=0.1039,\,0.0445,\,-0.0148,\,-0.1336\). The corrected fourth weight is \(0.0378-0.1336=-0.0958\). Corrected weights are integration weights, not occupations, and may be negative.

**Proof of (c).** Corner energies are true band energies. With \(\mu\) in a gap, all four corners of a given band lie on the same side of \(\mu\), so \(D_T=0\) and \(dw_i=0\). There is no Fermi surface, so \(A=0\); equivalently, the integral of a second derivative of a smooth periodic function over the whole zone is zero. \(\blacksquare\)

**Remark 1: the rest of the insulator's error.** Every weight of a filled band is \(\tfrac14\). On an \(n^3\) mesh each point is a corner of 24 tetrahedra, each of volume fraction \(1/(6n^3)\), and so receives the weight \(24\cdot\tfrac14/(6n^3)=1/n^3\). The method becomes a uniform periodic sum. Such a sum integrates all Fourier components of the band correctly except those whose lattice vectors are nonzero multiples of \(n\), which it counts in full. For an infinitely differentiable occupied-band sum, these coefficients fall faster than any power of \(1/n\).

The band \(-\sqrt{\Delta^2+\varepsilon^2}\), with \(\Delta=3\) eV and \(\varepsilon\) the model band of the next section, shows this. Its errors for \(n=4,8,16\) are \(2.9\times10^{-3}\), \(6.3\times10^{-6}\) and \(-4.2\times10^{-10}\) eV, against a fine shifted mesh.

## A model metal

Take a lattice constant of 1 and

\[
\varepsilon=-2t(\cos k_x+\cos k_y+\cos k_z)-2t'\cos(k_x+k_y),
\]

with \(t=1\) eV, \(t'=0.5\) eV and \(\mu=-4\) eV. The Fermi surface is closed around the zone centre. Radial quadrature inside it, without tetrahedra, gives \(N=0.07882\) and \(E=-0.40299\) eV. The volume integral of \(\tfrac12M{:}H\) and the surface form of \(A\) both give \(A=0.042677\,h^2\) eV.

For \(n=16\), \(h=0.3927\), so \(A=0.042677\times0.15421\) eV \(=6.58\) meV. The linear energy is too high by \(6.52\) meV, which is \(0.990\) of this. At \(n=48\) the fraction is \(0.9987\).

| \(n\) | linear error (meV) | corrected error (meV) |
|---|---|---|
| 8 | 25.35 | −0.290 |
| 16 | 6.518 | 0.021 |
| 24 | 2.911 | 0.0066 |
| 32 | 1.641 | −0.0071 |
| 48 | 0.730 | −0.0014 |

On the meshes in the table the correction removes about 99 per cent of the error at \(n=8\) and more on the others. On coarse meshes this share depends on how the Fermi surface happens to cut the cells and does not rise steadily with \(n\). It is about 96 per cent at \(n=10\), and about 97 and 98 per cent at \(n=8\) and \(16\) if the mesh is shifted by half a step along each axis. What remains changes sign and does not fall steadily: it is slightly larger in magnitude at \(n=32\) than at \(n=24\). The theorem promises only that it is \(o(h^2)\). These numbers therefore do not establish a definite power law for the remainder.

## What the correction leaves behind

**Remark 2: the Fermi level.** Expanding \(\langle\theta(\bar\mu-\bar\varepsilon)\rangle=N\) to first order gives \(\langle\delta(\mu-\varepsilon)(\bar\mu-\mu-\eta)\rangle=0\). With even sampling, \(\bar\mu-\mu\) is thus the average of \(\tfrac12M{:}H\) over the Fermi surface, weighted with the density of states. The \(dw_i\) do not change it. At \(n=48\) the computed shift is \(7.192\) meV and the predicted one \(7.191\) meV, while the corrected energy is wrong by only \(0.0014\) meV.

**Remark 3: other matrix elements.** For a smooth \(X(\mathbf k)\), such as a contribution to the charge density, the linear method makes two errors of order \(h^2\). Interpolating \(X\) gives \(\tfrac12\langle\delta(\mu-\varepsilon)\nabla X\cdot M\cdot\nabla\varepsilon\rangle\), by the steps used for (a). The \(dw_i\) remove this term, since \(\sum_idw_iX_i=-\tfrac{D_T}{40}\sum_{a<b}(e_a-e_b)(X_a-X_b)\). The displaced Fermi surface gives the other. Because it conserves \(N\), the average \(X_F\) of \(X\) over the surface may be subtracted, which leaves

\[
-\big\langle\delta(\mu-\varepsilon)\,(X-X_F)\,\tfrac12M{:}H\big\rangle .
\]

This vanishes if \(X\) is constant on the Fermi surface, as \(X=\varepsilon\) is, but not in general. For \(X=\cos(k_x+k_y)\) at \(n=48\), the correction reduces the error from \(-2.56\times10^{-4}\) to \(-2.27\times10^{-5}\). The predicted remainder is \(-2.30\times10^{-5}\), which is still of order \(h^2\).

**Remark 4: flat sheets.** Let the band depend on \(k_x\) alone, so that (iii) fails, and let the sheets cut the cells at a fraction \(s\) of their width. The axis order of a tetrahedron is the order of decreasing coordinates within the cell, so \(x\) is the middle step on an area share \(2s(1-s)\). The correction then uses \((0.15+0.05\cdot2s(1-s))h^2\) instead of \(M_{xx}=h^2/6\). At \(s=\tfrac12\) this is \(0.175h^2\), an overcorrection by 5 per cent. As \(s\to0\) it is \(0.15h^2\), which leaves 10 per cent of the error. For \(s=\tfrac12\) the computed ratio of corrected to linear error is \(-0.060\), \(-0.054\) and \(-0.051\) at \(n=12,20,36\), approaching \(-0.05\). A small part of the \(h^2\) error survives on such sheets, except where \(0.15+0.1\,s(1-s)=\tfrac16\), that is \(s(1-s)=\tfrac16\) or \(s\approx0.21\) and \(0.79\).

**Remark 5: small pockets and crossings.** The theorem is asymptotic. Suppose a pocket of carriers fits between mesh points. If larger sheets of the Fermi surface hold \(\bar\mu\) close to \(\mu\), all corners near the pocket lie on one side of \(\bar\mu\), and both the weights and the correction miss it. If the pocket holds all the carriers, fixing \(N\) instead moves \(\bar\mu\) past the nearest corner energy, and the correction can then make the energy worse. At a band crossing on the Fermi surface, bands ordered by energy can have kinks, and the Taylor expansion behind Lemma 2 fails there. The proof above does not cover this case, but that alone does not mean that the correction fails. A small pocket, by contrast, needs a mesh fine enough to resolve it. The numerical output below gives the tabulated values with more digits.

## Table of computed values

```
One tetrahedron, corner energies (eV): [0. 1. 2. 4.]
 mu = 0.5 eV: weights [0.012207 0.001953 0.000977 0.000488] sum 0.015625
 mu = 1.5 eV: weights [0.150228 0.118273 0.073893 0.037815] sum 0.380208
 mu = 3.0 eV: weights [0.247396 0.246528 0.244792 0.219618] sum 0.958333
 D_T at 1.5 eV = 0.593750 1/eV
 weight changes at 1.5 eV: [ 0.103906  0.044531 -0.014844 -0.133594]
 largest weight difference from direct integration 2.7e-07
Mesh tensor: M_xx/h^2 = 0.166667, M_xy/h^2 = 0.083333
Metal: t = 1.0 eV, t' = 0.5 eV, true mu = -4.0 eV
 electrons per spin N = 0.07881889
 true band energy = -0.40298792 eV
 density of states at mu = 0.047367 1/eV
 error coefficient, volume form  = 0.04267735 eV (times h^2)
 error coefficient, surface form = 0.04267735 eV (times h^2)
Mesh n, h (1/a), linear error (meV), corrected error (meV),
  linear error/(coefficient h^2), corrected/linear:
   8 0.78540   25.35207   -0.28950  0.96302  -0.01142
  16 0.39270    6.51764    0.02054  0.99031   0.00315
  24 0.26180    2.91113    0.00661  0.99524   0.00227
  32 0.19635    1.64097   -0.00706  0.99734  -0.00430
  48 0.13090    0.73034   -0.00139  0.99874  -0.00190
Finest mesh: Fermi level shift 7.1923 meV, predicted 7.1910 meV
 X = cos(kx+ky): true integral 0.05457011
 X error: linear -2.5619e-04, corrected -2.2728e-05, predicted remainder -2.3017e-05
Flat sheets, N = 0.25: n, linear error (meV), corrected/linear
  12   10.06742  -0.06043
  20    3.67425  -0.05370
  36    1.14003  -0.05114
 predicted limit of corrected/linear = -0.05000
Insulator: Delta = 3.0 eV, band energy = -3.83201954 eV
 n =  4: error 2.887e-03 eV, largest weight change 0.0
 n =  8: error 6.278e-06 eV, largest weight change 0.0
 n = 16: error -4.166e-10 eV, largest weight change 0.0
```
